# Forward voltage of an ideal Schottky contact at fixed current density

## Problem

A metal contact on n-type silicon has a saturation current density $J_s=1.7\times10^{-5}$ A/cm². It carries a forward current density $J=100$ A/cm² at $T=300$ K. Treat it as an ideal thermionic Schottky contact.

(a) What voltage drops across the junction?

(b) What is the drop at 400 K, if the barrier and the current density are held fixed?

(c) How far do the effects left out of the ideal model move the answer to (a) in a real diode?

The voltage $V$ is positive when the electron Fermi level of the semiconductor lies above that of the metal. Electrons then flow into the metal, and the conventional current, whose magnitude is $J$, flows from metal to semiconductor.

## First estimate by scaling

An electron enters the metal if its thermal energy carries it over the barrier. A forward voltage raises the semiconductor's electrons by $V$ relative to the barrier top, so the number able to cross grows as $e^{V/\theta}$, where $\theta=k_BT$ and $V$ is counted as an energy per electron. At 300 K, $\theta$ is about 0.026 eV, so a factor of ten in current costs $\theta\ln 10$, or about 0.06 V.

The current must exceed $J_s$ by a factor of about $6\times10^6$. Rounded up to $10^7$, this is seven decades:

$$V\approx 7\times0.06\ \text{V}=0.42\ \text{V}.$$

The estimate takes for granted that $J_s$ is the right unit of current and that the exponential has no other prefactor. Both points follow from counting the electrons.

## Exact solution of the ideal model

The algebra uses atomic units, $\hbar=m_e=e=4\pi\epsilon_0=1$. Energies are measured from the metal's Fermi level, and the conduction-band edge at the interface lies at $\phi$, the barrier height. The ideal model assumes that

- every electron that reaches the interface above the barrier top crosses, and none tunnels;
- $\phi$ does not depend on $V$;
- the semiconductor's Fermi level stays flat up to the interface, at energy $V$;
- states at the barrier top are sparsely occupied.

**The stream into the metal.** Silicon has six conduction valleys. In one of them, an electron at the interface has energy $\phi+\sum_i k_i^2/2m_i$ and velocity $k_x/m_x$ along the normal. With two spin states per cell $(2\pi)^3$ of phase space, the valley contributes

$$J_1=\frac{2}{(2\pi)^3}\int_{k_x>0}\frac{k_x}{m_x}\,f\,d^3k .$$

For sparse occupation, the Fermi function reduces to

$$f=\exp\left[-\frac{\phi-V}{\theta}-\sum_i\frac{k_i^2}{2m_i\theta}\right].$$

The three integrals separate. Since $(k_x/m_x)\,dk_x$ is the differential of $k_x^2/2m_x$, the normal one is

$$\int_0^\infty\frac{k_x}{m_x}e^{-k_x^2/2m_x\theta}\,dk_x=\int_0^\infty e^{-E/\theta}\,dE=\theta .$$

The two transverse Gaussians give $\sqrt{2\pi m_y\theta}\,\sqrt{2\pi m_z\theta}=2\pi\theta\sqrt{m_ym_z}$. Multiplying the factors,

$$J_1=\frac{2}{8\pi^3}\,\theta\,2\pi\theta\sqrt{m_ym_z}\;e^{-(\phi-V)/\theta}=\frac{\sqrt{m_ym_z}\,\theta^2}{2\pi^2}\,e^{-(\phi-V)/\theta}.$$

For a (100) face, two valleys have their long axis along the normal and four have it in the plane. The sum replaces $\sqrt{m_ym_z}$ by

$$M=2m_t+4\sqrt{m_lm_t}=2(0.19)+4\sqrt{0.916\times0.19}=2.049 .$$

The total stream into the metal is therefore $J_s\,e^{V/\theta}$, with

$$J_s=\frac{M\theta^2}{2\pi^2}\,e^{-\phi/\theta}.$$

**The stream out of the metal.** The metal's electrons face the barrier $\phi$ at any bias, so their stream does not depend on $V$. At $V=0$ the contact is in equilibrium and the streams cancel, which fixes the outgoing stream at $J_s$. The net current is

$$J=J_s\left(e^{V/\theta}-1\right).$$

Dividing by $J_s$, adding 1 and taking the logarithm gives

$$V=\theta\ln\left(1+\frac{J}{J_s}\right).$$

Once $J_s$ is known, neither the barrier nor the masses are needed.

**Answer to (a).** The current ratio is $100/(1.7\times10^{-5})=5.882\times10^6$, its logarithm is 15.5875, and $\theta=0.025852$ eV. Hence

$$V=0.025852\ \text{V}\times15.5875=0.403\ \text{V},$$

or 0.40 V to two figures. A numerical integration of both streams over momentum, with the full Fermi function and the barrier fixed by the same $J_s$, also gives 0.4030 V.

The added 1 contributes 4 nV. It matters at small currents: for $J\ll J_s$, $\ln(1+J/J_s)\approx J/J_s$, and the contact is a resistor with $V\approx\theta J/J_s$. For large reverse bias the exponential vanishes and $J\to-J_s$, which gives the saturation current its name.

The logarithm also makes the answer insensitive to the data. Differentiating at $J\gg J_s$ gives $\delta V=-\theta\,\delta J_s/J_s$. As $J_s$ runs over the values that round to $1.7\times10^{-5}$ A/cm², from 1.65 to 1.75 in the same power of ten, $V$ falls from 0.4037 to 0.4022 V.

**Answer to (b).** The barrier is now needed. Solving the expression for $J_s$ gives

$$\phi=\theta\ln\frac{M\theta^2}{2\pi^2J_s}=0.721\ \text{eV}.$$

Between 300 and 400 K, $\theta$ grows by 4/3, to 0.03447 eV. The saturation current grows by

$$\left(\frac43\right)^2\exp\left[0.7212\left(\frac1{0.025852}-\frac1{0.03447}\right)\right]\approx1.9\times10^3,$$

to 0.0323 A/cm². The drop becomes

$$V=0.03447\ \text{V}\times\ln\left(1+\frac{100}{0.0323}\right)=0.277\ \text{V}.$$

The voltage falls although $\theta$ rises, because hotter electrons need less help to cross. The slope shows the balance. For $J\gg J_s$, $V=\phi+\theta\ln(2\pi^2J/M\theta^2)$. At fixed $J$ and $\phi$, the prefactor $\theta$ contributes $(V-\phi)/T$ to the derivative, and the $\theta^{-2}$ inside the logarithm contributes $-2\theta/T$:

$$\frac{dV}{dT}=-\frac{\phi-V+2\theta}{T}=-\frac{0.7212-0.4030+0.0517}{300}\ \frac{\text{V}}{\text{K}}=-1.23\ \text{mV/K}.$$

## Comparison of the estimate with the solution

The estimate of 0.42 V is 17 mV, or 4%, above the ideal result. Rounding the ratio up to $10^7$ added 0.23 decade, worth 14 mV. Rounding 59.5 mV per decade up to 60 mV added 3 mV over seven decades. The scaling law itself introduced no visible error, since the solution has the same exponential and the added 1 is negligible.

## What the ideal model leaves out

The remaining effects depend on the semiconductor layer. Take a doping $N=10^{16}$ cm⁻³, a mobility $\mu=1200$ cm²/Vs, an epitaxial layer 5 µm thick, and a substrate 300 µm thick with resistivity 0.005 Ω cm. The given $J_s$ is read as the one-way stream across the interface at zero bias. It then includes the image-force lowering and the tunnelling present at zero bias, but no limitation by transport through the depletion layer. Each correction is a leading-order size, evaluated at the ideal voltage.

**The remaining barrier.** Counting electrons as above, but without the velocity factor and over all $k$, gives the bulk density $N_c\,e^{-\delta/\theta}$, where $\delta$ is the height of the band edge above the Fermi level and

$$N_c=12\left(\frac{\theta}{2\pi}\right)^{3/2}\sqrt{m_lm_t^2}=2.74\times10^{19}\ \text{cm}^{-3}.$$

Thus $\delta=\theta\ln(N_c/N)=0.205$ eV, and the built-in voltage is $\phi-\delta=0.517$ V. This takes the barrier inferred from $J_s$ as the band edge at the interface. Since that barrier already includes the image-force lowering, the true built-in voltage and band bending are about 0.02 eV larger, which is neglected in the sizes below. Under forward bias the band still bends by $\psi=0.517-0.403=0.114$ eV, more than four times $\theta$, so a barrier survives. The ideal law cannot be continued past 0.517 V, where the bending vanishes. It would give about $8\times10^3$ A/cm² there.

If the bent region is emptied of electrons, Poisson's equation for the band edge is $E_c''=4\pi N/\epsilon$, with $\epsilon=11.7$ and $x$ measured from the interface. With zero slope at the depletion edge $W$, the band rises towards the metal by $2\pi N(W-x)^2/\epsilon$. Setting this equal to $\psi$ at $x=0$ gives $W$, and the slope there is the interface field:

$$F=\frac{4\pi NW}{\epsilon}=\sqrt{\frac{8\pi N\psi}{\epsilon}},\qquad W=\frac{2\psi}{F}.$$

The field is 0.040 MV/cm at zero bias and 0.019 MV/cm at 0.403 V, where $W=121$ nm. The forward value is 14% above the field found when mobile electrons are kept in Poisson's equation, which is good enough for sizing.

**Ohmic drop.** The epitaxial resistivity $1/(eN\mu)$ is 0.520 Ω cm. Over the 4.88 µm that is not depleted, 100 A/cm² drops 25 mV. The substrate adds $100\times0.005\times0.03$ V $=15$ mV.

**Image force.** An electron at distance $x$ from the metal is attracted by its image, with energy $-1/(4\epsilon x)$. Near the interface the barrier becomes $\phi-Fx-1/(4\epsilon x)$. Its maximum satisfies $F=1/(4\epsilon x^2)$, so $x=1/(2\sqrt{\epsilon F})$. Both subtracted terms then equal $\tfrac12\sqrt{F/\epsilon}$, and the lowering is $\sqrt{F/\epsilon}$. It is 22.2 meV at zero bias and 15.2 meV under forward bias. The barrier is therefore 7 meV higher than the zero-bias $J_s$ implies, and $V$ must rise by 7 mV.

**Transport to the interface.** Current through the depletion layer needs a gradient of the electron Fermi level $\eta(x)$: $J=\mu n\,\eta'$, with $n=N_c\,e^{(\eta-E_c)/\theta}$. Therefore

$$\frac{d}{dx}e^{\eta/\theta}=\frac{\eta'}{\theta}e^{\eta/\theta}=\frac{J}{\mu\theta N_c}\,e^{E_c/\theta}.$$

Integrating from the interface, where $\eta=\eta_0$, to $W$, where $\eta=V$, gives

$$e^{V/\theta}-e^{\eta_0/\theta}=\frac{J\,e^{\phi/\theta}}{N_cv_D},\qquad \frac1{v_D}=\int_0^W\frac{e^{(E_c-\phi)/\theta}}{\mu\theta}\,dx .$$

Emission is driven by $\eta_0$, so $J=J_s(e^{\eta_0/\theta}-1)$. Writing $J_s=N_cv_R\,e^{-\phi/\theta}$ defines an emission velocity $v_R$. Adding the two relations eliminates $\eta_0$:

$$e^{V/\theta}-1=\frac{J}{J_s}\left(1+\frac{v_R}{v_D}\right).$$

At large current the extra voltage is $\theta\ln(1+v_R/v_D)$. With $v_R=5.1\times10^6$ cm/s and $v_D=1.9\times10^7$ cm/s it is 6 mV. This is only a rough size. The band falls by $\theta$ within $\theta/F\approx14$ nm, which is shorter than the mean free path of about 40 nm implied by the mobility, so a local drift-diffusion law is stretched beyond its range. Within that law, rounding the barrier by the image force or keeping mobile electrons in Poisson's equation gives 7 to 8 mV. Here $\mu F$ is about $2.2\times10^7$ cm/s, above the saturated drift velocity of silicon, about $10^7$ cm/s. This alone does not rule out a constant mobility, because most of the field is balanced by diffusion and the electrons' mean velocity stays near $v_R$ or below. If the full field did reduce the mobility, $v_D$ would fall and the shift could roughly double.

**Tunnelling.** An electron whose normal energy lies $\Delta$ below the top of a triangular barrier must penetrate a length $\Delta/F$. The semiclassical exponent is

$$S=2\int_0^{\Delta/F}\sqrt{2m(\Delta-Fx)}\,dx=\frac{4\sqrt{2m}\,\Delta^{3/2}}{3F}.$$

Such electrons are more numerous by $e^{\Delta/\theta}$, so the ratio of tunnelling to thermionic current is

$$r=\int_0^\psi e^{\Delta/\theta-S}\,\frac{d\Delta}{\theta}.$$

With $m=0.19$, $r$ is 0.60 at zero bias and 0.31 under forward bias. These ratios are crude and do not show that tunnelling is strong at this light doping: most of the integral comes from energies within about $\theta$ of the barrier top, where the semiclassical formula is unreliable. They also lean high within that formula, since $m$ is the lighter of the two normal masses and the triangle is thinner than the curved barrier. The image force lowers them further, because it rounds the barrier top and so thickens the barrier just below it. With the image potential included, the same formula gives ratios near 0.23 and 0.12 and a shift about half as large. Quantum reflection of electrons above the barrier top, which is ignored here, reduces the net effect further and can bring it to about zero. The shift that follows should be read as an upper size, not a best estimate. The given $J_s$ already contains the zero-bias share, so the voltage changes by $\theta\ln(1.60/1.31)\approx5$ mV.

**Occupation and heating.** The next term of the Fermi function is $-e^{-2(\phi-V+E)/\theta}$, with $E$ the kinetic energy. Its integral has $\theta/2$ in place of $\theta$, hence a factor 1/4, and the current falls by the fraction $\tfrac14e^{-(\phi-V)/\theta}\approx10^{-6}$. The junction dissipates $JV=40$ W/cm². If this heat leaves through the substrate, with conductivity 1.5 W/(cm K) and its far face at 300 K, the junction warms by 0.8 K and $V$ falls by 1 mV.

**Answer to (c).** As estimated above, the ohmic, image-force, transport and tunnelling shifts each raise the voltage:

$$25+15+7+6+5\approx59\ \text{mV},$$

where the sum uses unrounded terms. The terminal voltage would be roughly 0.46 V. Leaving out the tunnelling term, which is an upper size, would lower the sum to 53 mV and still give 0.46 V. The shifts are not strictly additive, so this is a guide to size. An interfacial layer, interface states, a laterally uneven barrier and the resistance of the back contact are not included.

## The real case

These parameters are rough typical values for a silicide contact on lightly doped n-type silicon, where barriers are roughly 0.7 eV; the inferred 0.72 eV is in line with that. It rests on full transmission and on $M=2.049$. With $M=1$ and the same $J_s$, it would be 19 meV lower, while the 300 K voltage would not change. For the layers chosen here, the assumption that fails most is the absence of series resistance, which accounts for 40 of the 59 mV. That part grows in proportion to $J$, whereas the ideal junction voltage grows by 59.5 mV per decade. The 0.40 V is thus the ideal junction voltage. A measurement from which the ohmic drops have been subtracted would still lie above it, because the other shifts arise in the junction itself. Their sum here is 18 mV. Leaving out the tunnelling term would make it 13 mV, and doubling the transport term would make it 24 mV. If $J_s$ is instead a value measured near zero bias, it already contains the zero-bias transport limitation, and the transport term falls from 6 mV to about 3 mV. The numerical output lists the individual values.

## Numbers as computed

```
Temperature: 300 K
Saturation current density: 1.7e-05 A/cm2
Forward current density: 100 A/cm2
Thermal voltage: 0.025852 V
Current ratio J/Js: 5.88235e+06
Natural logarithm of 1+J/Js: 15.5875
Ideal forward drop: 0.4030 V
Drop from stream quadrature: 0.4030 V
Voltage per current decade: 59.53 mV
Voltage due to the added 1: 4.39 nV
Drop if Js is 1.75e-5 A/cm2: 0.4022 V
Drop if Js is 1.65e-5 A/cm2: 0.4037 V
Longitudinal mass: 0.916 electron masses
Transverse mass: 0.19 electron masses
Valley mass factor: 2.049 electron masses
Richardson constant: 246.2 A/(cm2 K2)
Inferred barrier: 0.7212 eV
Barrier change from mass factor 1: 18.54 meV
Doping: 1e+16 cm^-3
Relative permittivity: 11.7
Effective density of states: 2.738e+19 cm^-3
Bulk band edge above Fermi level: 0.2046 eV
Built-in voltage: 0.5166 V
Remaining band bending: 0.1136 eV
Depletion width under forward bias: 121.2 nm
Interface field at zero bias: 0.03997 MV/cm
Interface field under forward bias: 0.01874 MV/cm
Depletion field overestimate: 13.58 %
Electron mobility: 1200 cm2/Vs
Epitaxial thickness: 5 micrometre
Epitaxial resistivity: 0.5201 ohm cm
Epitaxial ohmic drop: 25.38 mV
Substrate thickness: 300 micrometre
Substrate resistivity: 0.005 ohm cm
Substrate ohmic drop: 15.00 mV
Image lowering at zero bias: 22.18 meV
Image lowering under forward bias: 15.19 meV
Image-force voltage increase: 6.99 mV
Emission velocity: 5.051e+06 cm/s
Diffusion velocity: 1.899e+07 cm/s
Transport voltage increase: 6.10 mV
Tunnel/thermionic ratio at zero bias: 0.6021
Tunnel/thermionic ratio, forward: 0.3134
Tunnelling voltage increase: 5.14 mV
Fermi-statistics current deficit: 1.128e-06
Rough sum of voltage increases: 58.6 mV
Rough terminal voltage: 0.46 V
Temperature slope: -1.233 mV/K
Ideal drop at 400 K: 0.2771 V
Saturation current density at 400 K: 0.03229 A/cm2
Junction heating power: 40.3 W/cm2
Thermal conductivity: 1.5 W/(cm K)
Temperature rise across substrate: 0.8059 K
Self-heating voltage change: -0.99 mV
```
